# Negative Capacitance from Reversible Domain-Wall Motion in a Striped Ferroelectric–Dielectric Stack, part 2

A ferroelectric layer, \(|z|<d_f/2\), lies between two dielectric layers, each of thickness \(h=d_d/2\) and permittivity \(\varepsilon_d\), with outer electrodes. Its stripes have \(P_0(x)=\pm P\), period \(W\) and background permittivities \(\varepsilon_c\) (along \(z\)) and \(\varepsilon_a\) (along \(x\)). Units are SI; fields are positive along \(+z\), and \(V\) is the bottom potential minus the top.

Both walls of each up domain move outward by \(u\) against pinning stiffness \(k_w\) (pressure per displacement). The average polarization is \(pP\), \(p=4u/W\); the pinning energy per area is \(\kappa p^2/2\), \(\kappa=d_fWk_w/8\). Lateral averages obey \(D=\varepsilon_0\varepsilon_fE_f=\varepsilon_0\varepsilon_cE_f+pP\) and \(E_d=D/(\varepsilon_0\varepsilon_d)\). For small \(p\),

\[
\varepsilon_f=\varepsilon_c+\frac{8P^2}{\varepsilon_0W\,(k_w-k_{\rm dep})}. \tag{1}
\]

\[
k_{\rm dep}=\frac{32P^2}{\varepsilon_0d_fW}\sum_{n=1}^{\infty}(-1)^{n+1}b(q_n),\qquad q_n=\frac{2\pi n}{W}, \tag{2}
\]

\[
\frac1{b(q)}=\varepsilon_d\,q\coth\frac{q d_d}{2}+\varepsilon_c s\,q\coth\frac{s q d_f}{2},\qquad s=\sqrt{\frac{\varepsilon_a}{\varepsilon_c}}, \tag{3}
\]

Still to be proved: the local capacitance \(\varepsilon_0\varepsilon_f/d_f\) is negative if and only if

\[
k_w<k_{\rm dep}. \tag{4}
\]

The stripe harmonics, with amplitudes \(P_q\) and top-interface potentials \(\varphi_q\), obey

\[
P_0(x)=pP+\sum_{n\ge1}P_n\cos q_nx,\qquad P_n=\frac{4P}{n\pi}\sin\frac{n\pi(1+p)}{2}. \tag{8}
\]

\[
\varphi=\varphi_q\cos qx\;\frac{\sinh q(d_f/2+h-z)}{\sinh qh}\quad(d_f/2<z<d_f/2+h). \tag{10}
\]

\[
\varphi_q=\frac{b(q)}{\varepsilon_0}P_q, \tag{11}
\]

Their stray energy \(U(p)\), with \(b_n=b(q_n)\), and the total energy \(F\) per area give

\[
U'(p)=\frac{4P^2}{\pi\varepsilon_0}\sum_{n\ge1}(-1)^n\frac{b_n}{n}\sin n\pi p. \tag{14}
\]

\[
U''(0)=-\kappa_{\rm dep},\qquad \kappa_{\rm dep}=\frac{4P^2}{\varepsilon_0}A,\qquad A=\sum_{n\ge1}(-1)^{n+1}b_n. \tag{15}
\]

\[
F(D,p)=\frac{d_f(D-pP)^2}{2\varepsilon_0\varepsilon_c}+\frac{d_dD^2}{2\varepsilon_0\varepsilon_d}+U(p)+\frac12\kappa p^2. \tag{16}
\]

\[
Pd_fE_f=U'(p)+\kappa p. \tag{17}
\]

\[
\varepsilon_f=\varepsilon_c+\frac{P^2d_f}{\varepsilon_0(\kappa-\kappa_{\rm dep})}. \tag{19}
\]

For thick layers,

\[
b_n=\frac{W}{2\pi nG},\qquad G=\varepsilon_d+\sqrt{\varepsilon_a\varepsilon_c}, \tag{22}
\]

\[
k_{\rm dep}=\frac{16\ln2}{\pi}\,\frac{P^2}{\varepsilon_0d_fG},\qquad
\varepsilon_f\big|_{k_w=0}=\varepsilon_c-\frac{\pi Gd_f}{2W\ln2}. \tag{23}
\]

The short-circuit electrostatic stiffness is \(K\). The potential at the top interface from a unit line charge there, with its opposite at the bottom interface and grounded electrodes, is \(g(x)/\varepsilon_0\):

\[
b(0)=\frac{1}{2(\varepsilon_d/d_d+\varepsilon_c/d_f)}, \tag{26}
\]

\[
K=\frac{2P^2}{\varepsilon_0}\left[b(0)-2A\right]=\frac{2P^2}{\varepsilon_0}\sum_{n=-\infty}^{\infty}(-1)^nb(q_n). \tag{27}
\]

\[
g(x)=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\,b(q)e^{iqx}. \tag{28}
\]

\[
K=\frac{2P^2W}{\varepsilon_0}\sum_{m=-\infty}^{\infty}g\!\left((m+\tfrac12)W\right). \tag{30}
\]

The numerical case has \(P=0.2\ {\rm C/m^2}\), \(\varepsilon_c=25\), \(\varepsilon_a=40\), \(\varepsilon_d=10\), \(d_f=10\) nm, \(d_d=8\) nm and \(W=10\) nm.

### The Green function is positive

By antisymmetry the potential vanishes at \(z=0\), so it is enough to treat \(0<z<d_f/2+h\) with zero potential at both ends. Let \(\epsilon_z(z)\) and \(\epsilon_x(z)\) be the layer permittivities in the two directions. Define transverse modes by

\[
-\frac{d}{dz}\left(\epsilon_z\frac{d\psi_j}{dz}\right)=\mu_j^2\epsilon_x\psi_j,\qquad \int\epsilon_x\psi_i\psi_j\,dz=\delta_{ij}. \tag{31}
\]

Multiplication by \(\psi_j\) and integration gives \(\mu_j^2=\int\epsilon_z(d\psi_j/dz)^2dz>0\). Expand the potential of a unit line charge at \(x=0\), \(z=d_f/2\) as \(\sum_jf_j(x)\psi_j(z)\). Poisson's equation projected on \(\psi_j\) is

\[
-f_j''+\mu_j^2f_j=\frac{\psi_j(d_f/2)}{\varepsilon_0}\delta(x)
\quad\Rightarrow\quad
f_j=\frac{\psi_j(d_f/2)}{2\mu_j\varepsilon_0}e^{-\mu_j|x|}. \tag{32}
\]

The coefficient follows because \(f_j'\) must jump by \(-\psi_j(d_f/2)/\varepsilon_0\) at \(x=0\). Evaluating the expansion at the interface gives

\[
g(x)=\sum_jc_je^{-\mu_j|x|},\qquad c_j=\frac{\psi_j(d_f/2)^2}{2\mu_j}\ge0. \tag{33}
\]

The \(c_j\) are not all zero, since \(b(0)=\int g\,dx>0\). Summing the two geometric series in (30) for each exponential,

\[
\sum_me^{-\mu_jW|m+1/2|}=\frac{2e^{-\mu_jW/2}}{1-e^{-\mu_jW}}=\frac1{\sinh(\mu_jW/2)}, \tag{34}
\]

so that

\[
K=\frac{2P^2W}{\varepsilon_0}\sum_j\frac{c_j}{\sinh(\mu_jW/2)}>0. \tag{35}
\]

In the numerical case, \(b(0)=0.13333\) nm and (27) gives \(\varepsilon_0K/P^2=2(0.13333-2\times0.02636)\ {\rm nm}=0.1612\) nm. The Green-function sum (30) and the mode sum (35), computed separately, agree with it to the digits given.

### The sign criterion

Since \(K>0\), equation (27) gives \(2A<b(0)\). Therefore

\[
\kappa_{\rm dep}=\frac{4P^2A}{\varepsilon_0}<\frac{2P^2b(0)}{\varepsilon_0}=\frac{P^2}{\varepsilon_0(\varepsilon_c/d_f+\varepsilon_d/d_d)}. \tag{36}
\]

If \(0\le\kappa<\kappa_{\rm dep}\), then \(0<\kappa_{\rm dep}-\kappa\le\kappa_{\rm dep}\), and (36) implies

\[
\frac{P^2d_f}{\varepsilon_0(\kappa_{\rm dep}-\kappa)}>\varepsilon_c+\varepsilon_d\frac{d_f}{d_d}. \tag{37}
\]

With (19) this becomes

\[
\varepsilon_f<-\varepsilon_d\frac{d_f}{d_d}\qquad(k_w<k_{\rm dep}). \tag{38}
\]

Thus \(\varepsilon_f\) is negative below the threshold and larger than \(\varepsilon_c\) above it, which proves (4). The model gives no values of \(\varepsilon_f\) between \(-\varepsilon_dd_f/d_d\) and \(\varepsilon_c\). As \(k_w\) rises through \(k_{\rm dep}\), \(\varepsilon_f\) goes to \(-\infty\) and returns from \(+\infty\), while \(1/\varepsilon_f\) passes smoothly through zero. At the threshold, the average field in the ferroelectric vanishes to linear order.

The criterion was tested on 300 random stacks with \(k_w\) between zero and three times \(k_{\rm dep}\), and the bound (38) on the same stacks with free walls.

### Capacitance of the whole stack

The voltage is \(V=d_fE_f+d_dE_d\), so the capacitance per area \(C=D/V\) satisfies

\[
\frac{\varepsilon_0}{C}=\frac{d_f}{\varepsilon_f}+\frac{d_d}{\varepsilon_d}. \tag{39}
\]

When \(\varepsilon_f<0\), (38) gives \(d_f/\varepsilon_f>-d_d/\varepsilon_d\), and \(C\) is positive. The negative first term also makes \(C\) larger than the capacitance \(C_d=\varepsilon_0\varepsilon_d/d_d\) of the dielectric alone. When \(\varepsilon_f>0\), \(C<C_d\). Within the model, a quasistatic, reversible capacitance above \(C_d\) is therefore equivalent to a negative local capacitance.

The stability of the breathing motion described by \(p\) depends on what is held fixed:

- At fixed stack voltage, the stiffness is \(K+\kappa>0\).
- At fixed electrode charge, (16) gives \(P^2d_f/(\varepsilon_0\varepsilon_c)+\kappa-\kappa_{\rm dep}\), which is positive by (36).
- At fixed average field \(E_f\) in the ferroelectric, it is \(\kappa-\kappa_{\rm dep}\), which is negative when \(\varepsilon_f<0\).

The negative branch is thus stable inside the stack, but it would be unstable if the average voltage across the ferroelectric layer could be imposed directly.

### Other displacements of straight walls

Stability against breathing does not exclude an instability in which the walls move in another pattern. Let wall \(j\), at \(jW/2\), move by \(v_j\) along \(x\). This changes \(P_0\) by \(\pm2Pv_j\,\delta(x-jW/2)\), with a sign that alternates from wall to wall. The short-circuit energy per length along the walls is \(\varepsilon_0^{-1}\iint P_0(x)g(x-x')P_0(x')\,dx\,dx'\), the two interfaces having contributed \(1/2\) each. Its mixed second derivative for \(i\ne j\) is

\[
H_{ij}=\frac{8P^2}{\varepsilon_0}(-1)^{i-j}g\!\left(\frac{(i-j)W}{2}\right). \tag{40}
\]

A common shift of all walls costs nothing, so \(H_{ii}=-\sum_{j\ne i}H_{ij}\). For \(v_j\propto\cos j\theta\) the stiffness is \(\lambda(\theta)=\sum_jH_{0j}\cos j\theta\), or

\[
\lambda(\theta)=\frac{16P^2}{\varepsilon_0}\sum_{j\ge1}(-1)^{j+1}g\!\left(\frac{jW}{2}\right)(1-\cos j\theta). \tag{41}
\]

By (33), \(g(jW/2)\) is a sum of terms \(c\,r^j\) with \(c\ge0\) and \(r=e^{-\mu W/2}<1\). The geometric sum

\[
1+2\sum_{j\ge1}(-r)^j\cos j\theta=\frac{1-r^2}{1+2r\cos\theta+r^2}, \tag{42}
\]

minus its value at \(\theta=0\) and divided by two, gives for each term

\[
\sum_{j\ge1}(-1)^{j+1}r^j(1-\cos j\theta)=\frac{r(1-r)(1-\cos\theta)}{(1+r)(1+2r\cos\theta+r^2)}. \tag{43}
\]

This is positive for \(0<\theta\le\pi\). Every displacement pattern of straight walls, apart from the common shift, is therefore stable at fixed voltage around the symmetric state, even without pinning. At \(\theta=\pi\), (41) and (30) give \(\lambda=8K/W\), the breathing mode. Pinning adds \(d_fk_w\) to \(\lambda\) for every \(\theta\). Bending of the walls and a change in their number lie outside this result.

### A vanishing dielectric

As \(d_d\to0\), each interface approaches a grounded electrode. The mode amplitude \(\psi_j(d_f/2)\) becomes proportional to \(d_d\), so \(c_j\) and, by (35), \(K\) are proportional to \(d_d^2\). Since \(b(0)\to d_d/(2\varepsilon_d)\) is only linear in \(d_d\), (27) requires \(2A/b(0)\to1\). Hence

\[
k_{\rm dep}\to\frac{8P^2d_d}{\varepsilon_0\varepsilon_dd_fW}\qquad(d_d\to0). \tag{44}
\]

Ideal electrodes then screen the interface charge, and any fixed nonzero pinning eventually exceeds the threshold and makes \(\varepsilon_f\) positive. A real electrode has a finite screening length, which is outside this model and keeps \(k_{\rm dep}\) from reaching zero. Strictly free walls remain on the negative branch, but their restoring stiffness \(K\) vanishes, so the voltage range of the linear theory shrinks to zero.

### Capacitance and state in the numerical case

For the parameters of the first half, the dielectric alone has \(C_d=11.07\ {\rm fF/\mu m^2}\). With immobile walls, \(\varepsilon_f=\varepsilon_c\) and the stack has \(7.38\ {\rm fF/\mu m^2}\). Equations (1) and (39) give:

| \(k_w\) (MPa/nm) | \(\varepsilon_f\) | \(C\) (fF/μm²) | \(C/C_d\) |
|---:|---:|---:|---:|
| 0 | −69.8 | 13.48 | 1.22 |
| 20 | −174.5 | 11.92 | 1.08 |
| 60 | 190.1 | 10.38 | 0.94 |

For free walls, for instance, \(\varepsilon_0/C=(10/(-69.83)+8/10)\ {\rm nm}=0.657\) nm. Weak pinning makes \(\varepsilon_f\) more negative, yet it reduces the capacitance gain, because (39) contains \(1/\varepsilon_f\). A large negative permittivity is therefore not a measure of a large gain.

At \(V=1\) V with free walls, \(D=0.01348\ {\rm C/m^2}\) and \(E_f=D/(\varepsilon_0\varepsilon_f)=-0.0218\) V/nm. The averaged drop is \(-0.218\) V across the ferroelectric and \(1.218\) V across the dielectric. The net polarization and wall displacement are

\[
p=\frac{D-\varepsilon_0\varepsilon_cE_f}{P}=0.0915,\qquad u=\frac{pW}{4}=0.229\ {\rm nm}. \tag{45}
\]

The nonlinear condition (17) with the full series (14) gives \(p=0.0912\), so linearization errs by about 0.3% here. To reach \(p=0.4\), the nonlinear series requires 4.65 V, in agreement with the finite-difference solution. The linear relation would predict \(p=0.09154\times4.65=0.426\) at that voltage, about 6% too large.

At fixed period, the dielectric thickness alone can change the sign. If the period adjusts to a new thickness, (2) must be evaluated with the new \(W\); the thresholds below all keep \(W=10\) nm. For \(d_d=8\), 2 and 0.5 nm, the threshold is 38.1, 30.4 and 14.0 MPa/nm. With ideal electrodes, a pinning stiffness of 20 MPa/nm thus gives a negative local capacitance for the first two thicknesses and a positive one for the third. The third case is only formal: each layer is 0.25 nm thick, and \(h/\varepsilon_d=0.025\) nm is comparable with the effective screening length of a real electrode. Such a length acts in series with \(h/\varepsilon_d\) and can raise the threshold above 20 MPa/nm. For \(d_f=5\), 10 and 20 nm at \(d_d=8\) nm, the threshold is 73.2, 38.1 and 19.1 MPa/nm, close to the \(1/d_f\) law of (23). The remaining values are in the numerical output.

### Where the result fails

Mobile charge that reaches the interfaces during a measurement compensates \(P_0\) and weakens the depolarization on which \(k_{\rm dep}\) rests. If this charge then stays in place while the walls move, it also pulls them back, and it can remove the negative curvature altogether. Irreversible wall jumps make the response hysteretic, so that \(k_w\) no longer defines a single-valued restoring force. Nucleation changes the number of walls and hence \(W\). A wall width comparable with \(W\) or with the layer thicknesses invalidates the square wave (8).

Strong local fields are a further limit. For thick layers at zero voltage, the stray field just inside the ferroelectric at a domain centre is \(sP/(\varepsilon_0G)\), directed against \(P_0\). In the numerical case this is about 0.7 V/nm, and the linear response \(\varepsilon_0(\varepsilon_c-1)E_z\) there reaches about \(0.7P\). A real ferroelectric need not respond linearly at such a field, so the numbers illustrate the model and do not predict a device. The dielectric must also withstand its field, which at \(p=0.4\) averages 0.69 V/nm and is locally higher near the interfaces, where the stripe field adds to the average. The stripe field is present even at zero voltage: for thick layers, (10), (11) and (22) give \(P/(\varepsilon_0G)\approx0.54\) V/nm in the dielectric just above a domain centre. For sharp walls, the in-plane field also grows logarithmically where a wall meets an interface. Fields of this size are near or beyond the breakdown strength of many dielectrics, so none of the worked states is a proposed operating point, and the state at \(p=0.4\) serves only to test the nonlinear series. Finally, a continuum displacement of 0.2 nm is comparable with interatomic distances; in a crystal it can be meant only as an average along the wall, and whether the wall responds reversibly on that scale is a question about \(k_w\) that electrostatics does not answer. Even for a real capacitor that meets all these conditions, \(k_w\) must be supplied from outside this model before (4) can decide the sign.

## Computed results

```
P = 0.2 C/m^2, W = 10.0 nm, d_f = 10.0 nm, d_d = 8.0 nm
eps_c = 25.0, eps_a = 40.0, eps_d = 10.0
b(0) = 0.13333 nm
alternating sum of b = 0.02636 nm
short-circuit stiffness K eps0/P^2 = 0.16121 nm
  same from Green function = 0.16121 nm, from modes = 0.16122 nm
k_dep = 38.112 MPa/nm; thick-layer formula = 38.316 MPa/nm
upper bound on k_dep = 96.376 MPa/nm
free-wall bound -eps_d d_f/d_d = -12.50
dielectric alone: C = 11.068 fF/um^2
stack with immobile walls: C = 7.378 fF/um^2
k_w = 0 MPa/nm: eps_f = -69.83 (grid -69.88), layer C = -61.83, stack C = 13.481 fF/um^2, stack/dielectric = 1.218
k_w = 20 MPa/nm: eps_f = -174.54 (grid -174.76), layer C = -154.54, stack C = 11.921 fF/um^2, stack/dielectric = 1.077
k_w = 60 MPa/nm: eps_f = 190.12 (grid 189.97), layer C = 168.33, stack C = 10.385 fF/um^2, stack/dielectric = 0.938
free walls at V = 1.0 V: D = 0.01348 C/m^2, E_f = -0.02180 V/nm
  drop over ferroelectric = -0.2180 V, over dielectric = 1.2180 V
  p linear = 0.09154, p nonlinear = 0.09124, u linear = 0.2288 nm
voltage for p = 0.4, free walls: series 4.6506 V, grid 4.6515 V
d_d = 8.0 nm: k_dep = 38.112, bound = 96.376 MPa/nm, free-wall eps_f = -69.83
d_d = 2.0 nm: k_dep = 30.376, bound = 48.188 MPa/nm, free-wall eps_f = -93.98
d_d = 0.5 nm: k_dep = 13.958, bound = 16.063 MPa/nm, free-wall eps_f = -233.94
d_f = 5.0 nm: k_dep = 73.204 MPa/nm, free-wall eps_f = -24.37
d_f = 10.0 nm: k_dep = 38.112 MPa/nm, free-wall eps_f = -69.83
d_f = 20.0 nm: k_dep = 19.071 MPa/nm, free-wall eps_f = -164.51
W = 5.0 nm: k_dep = 38.314 MPa/nm, free-wall eps_f = -163.66
W = 10.0 nm: k_dep = 38.112 MPa/nm, free-wall eps_f = -69.83
W = 20.0 nm: k_dep = 34.726 MPa/nm, free-wall eps_f = -27.04
g(W/2) = 0.003779, g(W) = 0.000927, g(3W/2) = 0.000235 (dimensionless)
min of lambda eps0/(P^2 (1-cos theta)) = 0.02408, max = 0.06449
random stacks obeying the sign criterion: 300
```
